\section*{Why wrapped fractional coordinates need not give the minimum image}

\section{A wrapped vector that is almost four times too long}

In a certain periodic cell, two points have a separation whose fractional coordinates, after wrapping, are $(0.45,\,0.45,\,-0.10)$. All three lie between $-1/2$ and $1/2$, yet the corresponding vector is $7.125$~\AA{} long, while another periodic image of the same separation is only $1.888$~\AA{} long. Wrapping has removed whole cell vectors from the coordinates without finding the nearest image.

The cell vectors, chosen as round model parameters, are
\begin{equation}
\mathbf a_1=(4,0,0),\qquad \mathbf a_2=(13,5,0),\qquad \mathbf a_3=(7,8,6)\quad\text{\AA}.
\end{equation}
A separation is written $\mathbf r=\sum_i s_i\mathbf a_i$. Its periodic images are $\sum_i(s_i-n_i)\mathbf a_i$ with integers $n_i$, and a minimum image is one of least length. Several images may tie for that length. Wrapping means choosing each $n_i$ separately so that the new coordinate lies in $[-1/2,1/2)$.

The original coordinates are $(1.45,-0.55,0.90)$. Subtracting $(1,-1,1)$ gives the wrapped values above, and hence
\begin{align}
x&=0.45\cdot4+0.45\cdot13-0.10\cdot7=6.95,\nonumber\\
y&=0.45\cdot5-0.10\cdot8=1.45,\qquad z=-0.10\cdot6=-0.60 ,
\end{align}
in \AA. The length is $\sqrt{6.95^2+1.45^2+0.60^2}=7.125$~\AA.

From now on the shifts $n_i$ are counted from this wrapped vector. Subtracting $2\mathbf a_1$ gives $(-1.05,1.45,-0.60)$~\AA, of length $1.888$~\AA. No image is shorter:
\begin{itemize}
\item If $n_3\neq0$, then $|z|=|-0.60-6n_3|\ge5.40$~\AA, which is already too long.
\item If $n_3=0$ and $n_2\neq0$, then $|y|=|1.45-5n_2|\ge3.55$~\AA, again too long.
\item If $n_2=n_3=0$, only $x=6.95-4n_1$ varies, and $|x|$ is least at $n_1=2$.
\end{itemize}
The required shift is therefore $(2,0,0)$. A search over the 27 images with every $n_i\in\{-1,0,1\}$ misses it. The best it finds is $(2.95,1.45,-0.60)$~\AA, of length $3.341$~\AA. Looking at adjacent cells is thus no cure by itself.

\section{When wrapping is correct}

The wrapped coordinates fill a parallelepiped centred on the origin. The minimum images fill the Wigner--Seitz cell, the set of points at least as close to the origin as to any other lattice point. Both have the volume of one primitive cell, but their shapes generally differ. The precise statement is that \emph{wrapping gives a minimum image for every separation if and only if the basis vectors are mutually orthogonal}.

Suppose first that they are orthogonal. The cross terms in the squared length vanish, so
\begin{equation}
\Big|\sum_i(s_i-n_i)\mathbf a_i\Big|^2=\sum_i(s_i-n_i)^2|\mathbf a_i|^2 .
\end{equation}
Each term can be minimized alone. Since $|s_i|\le1/2$ implies $|s_i-n_i|\ge|s_i|$ for every integer $n_i$, the choice $n_i=0$ is optimal.

Now suppose that $g=\mathbf a_i\cdot\mathbf a_j\ne0$ for some pair $i\neq j$. Let $\sigma=g/|g|$ and take
\begin{equation}
\mathbf r=\frac{1-\varepsilon}{2}\,(\mathbf a_i+\sigma\mathbf a_j),\qquad
0<\varepsilon<\frac{|g|}{|\mathbf a_i|^2+|g|}.
\label{eq:counter}
\end{equation}
Its fractional coordinates are already wrapped. Compare it with the image $\mathbf r-\mathbf a_i$, using $\sigma g=|g|$:
\begin{align}
|\mathbf r|^2-|\mathbf r-\mathbf a_i|^2
&=2\mathbf r\cdot\mathbf a_i-|\mathbf a_i|^2\nonumber\\
&=(1-\varepsilon)\big(|\mathbf a_i|^2+|g|\big)-|\mathbf a_i|^2\nonumber\\
&=|g|-\varepsilon\big(|\mathbf a_i|^2+|g|\big)>0 .
\label{eq:gain}
\end{align}
The wrapped vector is therefore not minimal. Geometrically, for small $\varepsilon$ the point $\mathbf r$ lies near an end of the longer diagonal of the parallelogram with corners $(\pm\mathbf a_i\pm\mathbf a_j)/2$, and the image $\mathbf r-\mathbf a_i$ lies near an end of the shorter one. As $g\to0$ the two diagonals become equal and the gain in \eqref{eq:gain} vanishes. The proof assumes nothing else about the basis, so it applies to a reduced skew basis too.

\section{Distances at which wrapping is safe}

Define dual vectors by $\mathbf a_i^*\cdot\mathbf a_j=\delta_{ij}$. In the convention $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ they are $\mathbf a_i^*=\mathbf b_i/2\pi$. The perpendicular distance between opposite faces of the cell is
\begin{equation}
h_i=\frac1{|\mathbf a_i^*|}=\frac{2\pi}{|\mathbf b_i|}.
\end{equation}
Let $\mathbf d$ be a minimum image with coordinates $t_i=\mathbf a_i^*\cdot\mathbf d$. The Cauchy--Schwarz inequality gives
\begin{equation}
|t_i|\le|\mathbf a_i^*|\,|\mathbf d|=|\mathbf d|/h_i .
\label{eq:cauchy}
\end{equation}
If $|\mathbf d|<h_{\min}/2$, every $|t_i|$ is below $1/2$. Wrapping any image of this separation then returns $\mathbf d$ itself.

In the example $\mathbf a_2\times\mathbf a_3=(30,-78,69)$~\AA$^2$ and the volume is $120$~\AA$^3$, so $h_1=120/\sqrt{11745}=1.107$~\AA. The other heights are $3$ and $6$~\AA. Although $\mathbf a_1$ is $4$~\AA{} long, the cell is thin in the direction of $\mathbf a_1^*$, and the safe distance is only $0.554$~\AA.

A displacement 5\% longer than this, directed along $\mathbf a_1^*$, shows what happens beyond the limit. It is $(0.161,-0.418,0.370)$~\AA, of length $0.581$~\AA, and its first coordinate is $0.581/1.107=0.525$. Wrapping subtracts $\mathbf a_1$ and turns it into a vector of length $3.880$~\AA. A small displacement between two configurations can thus be replaced by a large one.

A second criterion uses the wrapped vector itself. Let $\lambda$ be the length of the shortest nonzero lattice vector. If $|\mathbf r|\le\lambda/2$, then for every nonzero lattice vector $\mathbf T$
\begin{equation}
|\mathbf r-\mathbf T|\ge|\mathbf T|-|\mathbf r|\ge\lambda-\lambda/2\ge|\mathbf r| ,
\end{equation}
and $\mathbf r$ is a minimum image. Here $\lambda=4$~\AA: a lattice vector with $n_3\ne0$ has $|z|\ge6$~\AA, one with $n_3=0$ and $n_2\ne0$ has $|y|\ge5$~\AA, and the rest are multiples of $\mathbf a_1$. A wrapped vector no longer than $2$~\AA{} can therefore be accepted. This also confirms that the $0.581$~\AA{} displacement was minimal before it was wrapped.

\section{A sufficient search in any basis}

Reduction of the basis is not logically necessary. Let $L$ be the length of the wrapped vector. A minimum image is no longer than $L$, so \eqref{eq:cauchy} gives $|s_i-n_i|\le L/h_i$. Since $|s_i|\le1/2$,
\begin{equation}
|n_i|\le\left\lfloor\frac12+\frac{L}{h_i}\right\rfloor .
\label{eq:range}
\end{equation}
For $L=7.125$~\AA{} the quantities inside the brackets are $6.93$, $2.87$ and $1.69$. The ranges are $6$, $2$ and $1$, which make $13\cdot5\cdot3=195$ images. This search must succeed, but its size grows as the cell becomes thinner. What reduction supplies is a fixed range of one cell in each direction.

\section{Reduction to an obtuse superbase}

Add a fourth vector $\mathbf a_0=-(\mathbf a_1+\mathbf a_2+\mathbf a_3)$. The four vectors sum to zero, and any three of them form a basis. Such a set is called a superbase, and it is obtuse if no two of its vectors have a positive dot product.

If $\mathbf a_i\cdot\mathbf a_j>0$, let $k,l$ be the other two indices and make the replacement
\begin{equation}
(\mathbf a_i,\mathbf a_j,\mathbf a_k,\mathbf a_l)\to
(-\mathbf a_i,\ \mathbf a_j,\ \mathbf a_k+\mathbf a_i,\ \mathbf a_l+\mathbf a_i).
\end{equation}
The sum is still zero, and the old vectors are integer combinations of the new ones, so the lattice is unchanged. The sum of the four squared lengths changes by
\begin{align}
\Delta&=|\mathbf a_k+\mathbf a_i|^2+|\mathbf a_l+\mathbf a_i|^2-|\mathbf a_k|^2-|\mathbf a_l|^2\nonumber\\
&=2|\mathbf a_i|^2+2\mathbf a_i\cdot(\mathbf a_k+\mathbf a_l)\nonumber\\
&=2|\mathbf a_i|^2-2\mathbf a_i\cdot(\mathbf a_i+\mathbf a_j)
=-2\mathbf a_i\cdot\mathbf a_j<0 ,
\end{align}
where $\mathbf a_k+\mathbf a_l=-(\mathbf a_i+\mathbf a_j)$ was used. The sum falls at every step, so no superbase recurs. All vectors stay within a fixed radius, which contains finitely many lattice points. The procedure must therefore end, and it can end only at an obtuse superbase.

For the example it leads, up to an overall sign and a relabelling that depend on the order of the steps, to
\begin{align}
\mathbf c_1&=-\mathbf a_1=(-4,0,0),\nonumber\\
\mathbf c_2&=\mathbf a_2-3\mathbf a_1=(1,5,0),\nonumber\\
\mathbf c_3&=\mathbf a_3-2\mathbf a_2+5\mathbf a_1=(1,-2,6),
\end{align}
and $\mathbf c_0=(2,-3,-6)$, all in \AA. The six dot products are $-4,-4,-9,-8,-13$ and $-28$~\AA$^2$. The sum of squares has fallen from $1140$ to $132$~\AA$^2$.

\section{Why 27 images now suffice}

Let $\mathbf c_0,\ldots,\mathbf c_3$ be an obtuse superbase and put $p_{ij}=-\mathbf c_i\cdot\mathbf c_j\ge0$ for $i\ne j$. Because the vectors sum to zero, $|\mathbf c_i|^2=-\sum_{j\ne i}\mathbf c_i\cdot\mathbf c_j=\sum_{j\ne i}p_{ij}$. Therefore
\begin{align}
\Big|\sum_{i=0}^3t_i\mathbf c_i\Big|^2
&=\sum_i t_i^2\sum_{j\ne i}p_{ij}-2\sum_{i<j}p_{ij}t_it_j\nonumber\\
&=\sum_{i<j}p_{ij}(t_i-t_j)^2 .
\label{eq:selling}
\end{align}
Adding one constant to all four $t_i$ changes nothing, so we may set $t_0=0$. Then $t_1,t_2,t_3$ are ordinary fractional coordinates in the basis $\mathbf c_1,\mathbf c_2,\mathbf c_3$.

Suppose that the largest and smallest of the four $t_i$ differ by more than $3/2$. Sorted by size, they have three gaps, so at least one gap $\delta$ exceeds $1/2$. Let $S$ be the set of indices above it, and subtract 1 from each $t_i$ with $i\in S$. This subtracts the lattice vector $\mathbf T_S=\sum_{i\in S}\mathbf c_i$. Only pairs divided by the gap contribute to the change of \eqref{eq:selling}:
\begin{align}
\Delta&=\sum_{i\in S,\,j\notin S}p_{ij}\big[(t_i-t_j-1)^2-(t_i-t_j)^2\big]\nonumber\\
&=\sum_{i\in S,\,j\notin S}p_{ij}\big[1-2(t_i-t_j)\big]\nonumber\\
&\le(1-2\delta)\sum_{i\in S,\,j\notin S}p_{ij}
=(1-2\delta)|\mathbf T_S|^2<0 .
\end{align}
The inequality uses $t_i-t_j\ge\delta$ and $p_{ij}\ge0$. The last equality is \eqref{eq:selling} with $t_i=1$ on $S$ and $0$ elsewhere. The vector $\mathbf T_S$ is not zero, because $S$ is neither empty nor the full set and any three of the $\mathbf c_i$ are independent.

A shorter image therefore exists whenever the spread exceeds $3/2$. A minimum image must have spread at most $3/2$, and since $t_0=0$ this means $|t_i|\le3/2$. If the wrapped coordinates satisfy $|s_i|<1/2$, the shifts $n_i=s_i-t_i$ obey $|n_i|<2$, so each is $-1$, $0$ or $1$.

On the faces $|s_i|=1/2$ a minimum image may need $|n_i|=2$, but one of equal length lies among the 27. The least length over the 27 images and the least length over all images are both continuous functions of the $s_i$. They agree inside the cube $|s_i|<1/2$, so they agree on its boundary. This completes the proof for three-dimensional lattices.

\section{The reduced cell still needs the search}

In the reduced basis the separation of the first section has wrapped coordinates $(0.30,0.25,-0.10)$. They give
\begin{equation}
0.30\,\mathbf c_1+0.25\,\mathbf c_2-0.10\,\mathbf c_3=(-1.05,1.45,-0.60)\ \text{\AA},
\end{equation}
so for this separation wrapping alone happens to give the minimum image.

It fails for another. The pair $\mathbf c_2,\mathbf c_3$ has $g=-9$~\AA$^2$ and $|\mathbf c_2|^2=26$~\AA$^2$. Taking $\varepsilon$ at half its upper limit in \eqref{eq:counter} gives $\varepsilon=4.5/35=0.129$ and wrapped coordinates $(0,0.436,-0.436)$. This vector is $4.017$~\AA{} long. Subtracting $\mathbf c_2$ lowers the squared length by $|g|/2=4.5$~\AA$^2$ and gives $3.411$~\AA, which a search in the original basis, wide enough to satisfy \eqref{eq:range}, confirms as the minimum.

To see how much of the cell is affected, 6000 separations were drawn at random, uniformly in the original cell, and their minimum lengths found by a search wide enough to satisfy \eqref{eq:range}. The percentages that each procedure got wrong were:
\begin{center}
\begin{tabular}{lcc}
 & original basis & reduced basis\\
wrapping alone & 75 & 21\\
wrapping and 27 images & 32 & 0
\end{tabular}
\end{center}
The sampling error of the nonzero entries is about half a percentage point. They belong to this cell and to the bases used, and are not general rates. The entry for wrapping alone in the reduced basis refers to $\mathbf c_1,\mathbf c_2,\mathbf c_3$ and changes if another three of the four superbase vectors are taken. The zero is what the proof requires.

A correct minimum image is still only one image. A point halfway along a shortest lattice vector has two images at distance $\lambda/2$. An interaction that reaches farther than $\lambda/2$ may therefore need a sum over several images of one pair.

\section{The same geometry in reciprocal space}

Replace the $\mathbf a_i$ by the reciprocal vectors $\mathbf b_i$, and the Wigner--Seitz cell becomes the first Brillouin zone. For an fcc lattice with cube edge $a$, the usual primitive reciprocal vectors are, in units of $2\pi/a$,
\begin{equation}
\mathbf b_1=(-1,1,1),\quad \mathbf b_2=(1,-1,1),\quad \mathbf b_3=(1,1,-1).
\end{equation}
With $\mathbf b_0=(-1,-1,-1)$ all six dot products equal $-1$. The basis is already reduced, but it is not orthogonal, so wrapping can still leave $\mathbf k$ outside the first zone.

The wrapped coordinates $(0.45,-0.45,0.10)$ give $\mathbf k=(-0.8,1.0,-0.1)$. Adding $\mathbf G=(1,-1,1)$ gives $(0.2,0,0.9)$, the shortest $\mathbf k+\mathbf G$ according to the 27-image search. For $a=4$~\AA{} the lengths are $2.018$ and $1.448$~\AA$^{-1}$. The free-electron energies $\hbar^2|\mathbf k+\mathbf G|^2/2m$, with $m$ the electron mass, are $15.51$ and $7.99$~eV.

The wrapped $\mathbf k$ is nevertheless a valid Bloch label. Shifting $\mathbf k$ by a reciprocal lattice vector only relabels the set of all $\mathbf k+\mathbf G$, so a plane-wave basis selected by a cutoff on $|\mathbf k+\mathbf G|$ is unchanged. The error arises when $|\mathbf k|$ itself is taken as the smallest wave number in that set. In this example it would put the lowest free-electron level too high by $7.52$~eV.

All numerical values are calculated from the stated model.
